# The dose at which ion damage discs begin to overlap frequently: a numerical check

```python
"""
Result under test: if each ion leaves a damage disc of radius r, the area
damaged exactly once peaks at the dose 1/(pi r^2), which for r = 3 nm is
close to 3.5e12 ions/cm2. This marks the onset of frequent overlap.

Symbols: mu = dose * pi r^2 = mean number of discs covering a point;
P0, P1, P2+ = area fractions covered never, once, at least twice.
Lengths are in nm, doses in ions/cm2 (1 per nm2 = 1e14 per cm2), times in s.
The random-disc simulation counts discs directly and uses no Poisson formula.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import erf

rng = np.random.default_rng(12345)
PER_NM2_TO_PER_CM2 = 1e14

# Inputs: rough values for arsenic into silicon at about 30 keV
radius = 3.0                 # nm
column_length = 20.0         # nm
damage_energy = 20e3         # eV
displacement_energy = 15.0   # eV
current_density = 1e-6       # A/cm2
# Assumed round values that size the neglected effects
radius_spread = 0.3          # relative standard deviation
column_depth_spread = 5.0    # nm
ball_depth_spread = 8.0      # nm
annealing_fraction = 0.3
annealing_lifetime = 0.01    # s
hot_time = 1e-11             # s
critical_fraction = 0.10     # displaced fraction taken as amorphous

disc_area = np.pi * radius**2
onset = PER_NM2_TO_PER_CM2 / disc_area
disc_area_cm2 = disc_area / PER_NM2_TO_PER_CM2

# Random discs on a periodic square
box = 300.0
runs = 25


def random_points(number):
    return rng.random((number, 2)) * box


def offsets_in_disc(number):
    distance = radius * np.sqrt(rng.random(number))
    angle = 2 * np.pi * rng.random(number)
    return np.column_stack((distance * np.cos(angle),
                            distance * np.sin(angle)))


def simulate(mu):
    """Return P0, P1, P2+, mean cover, touch chance, old share, neighbour."""
    number = int(round(mu * box**2 / disc_area))
    rows = []
    for _ in range(runs):
        centres = random_points(number)
        tree = cKDTree(centres, boxsize=box)
        cover = tree.query_ball_point(random_points(8000), radius,
                                      return_length=True)
        new_centres = random_points(2000)
        touching = tree.query_ball_point(new_centres, 2 * radius,
                                         return_length=True)
        inside = (new_centres + offsets_in_disc(2000)) % box
        old = tree.query_ball_point(inside, radius, return_length=True)
        neighbour = tree.query(centres, k=2)[0][:, 1]
        rows.append([np.mean(cover == 0), np.mean(cover == 1),
                     np.mean(cover >= 2), np.mean(cover),
                     np.mean(touching > 0), np.mean(old > 0),
                     np.mean(neighbour)])
    return np.mean(rows, axis=0)


mu_values = [0.25, 0.5, 0.8, 1.0, 1.2, 1.6]
simulated = {mu: simulate(mu) for mu in mu_values}

# Tolerances are several standard errors of the finite random samples
for mu, row in simulated.items():
    p0, p1, p2, mean_cover, touch, old_share, neighbour = row
    assert abs(p0 - np.exp(-mu)) < 0.012
    assert abs(p1 - mu * np.exp(-mu)) < 0.012
    assert abs(p2 - (1 - (1 + mu) * np.exp(-mu))) < 0.012
    assert abs(mean_cover - mu) < 0.02
    assert abs(touch - (1 - np.exp(-4 * mu))) < 0.02
    assert abs(old_share - (1 - np.exp(-mu))) < 0.015
    density = mu / disc_area
    assert abs(neighbour * 2 * np.sqrt(density) - 1) < 0.02

# The once-hit area peaks at mu = 1, where it equals the untouched area
assert simulated[1.0][1] > simulated[0.5][1] + 0.02
assert simulated[1.0][1] > simulated[1.6][1] + 0.02
ratios = [simulated[mu][1] / simulated[mu][0] for mu in mu_values]
mu_balance = np.interp(1.0, ratios, mu_values)
assert abs(mu_balance - 1) < 0.04
assert abs(onset / 3.5e12 - 1) < 0.02

# Unequal discs: half smaller, half larger, with the chosen relative spread
spread_factor = 1 + radius_spread**2
half_number = int(round(0.5 * box**2 / disc_area))
uncovered = []
for _ in range(runs):
    points = random_points(8000)
    hits = np.zeros(len(points), dtype=int)
    for size in (1 - radius_spread, 1 + radius_spread):
        tree = cKDTree(random_points(half_number), boxsize=box)
        hits += tree.query_ball_point(points, size * radius,
                                      return_length=True)
    uncovered.append(np.mean(hits == 0))
assert abs(-np.log(np.mean(uncovered)) - spread_factor) < 0.03

# Depth: cover at the central depth relative to the projected discs
column_factor = erf(column_length / (2 * np.sqrt(2) * column_depth_spread))
ball_factor = quad(
    lambda z: (1 - (z / radius)**2)
    * np.exp(-z**2 / (2 * ball_depth_spread**2))
    / (np.sqrt(2 * np.pi) * ball_depth_spread), -radius, radius)[0]
samples = 400000
column_depths = rng.normal(0, column_depth_spread, samples)
column_sampled = np.mean(np.abs(column_depths) < column_length / 2)
assert abs(column_sampled - column_factor) < 0.003
ball_depths = rng.normal(0, ball_depth_spread, samples)
lateral_squared = np.sum(offsets_in_disc(samples)**2, axis=1)
ball_sampled = np.mean(lateral_squared + ball_depths**2 < radius**2)
assert abs(ball_sampled - ball_factor) < 0.004

# Annealing during the implant
flux = current_density / constants.e
hit_rate = flux * disc_area_cm2


def live_cover(time):
    permanent = (1 - annealing_fraction) * time
    temporary = (annealing_fraction * annealing_lifetime
                 * (1 - np.exp(-time / annealing_lifetime)))
    return hit_rate * (permanent + temporary)


test_time = 3 * annealing_lifetime
ages = test_time * rng.random(samples)
lifetimes = rng.exponential(annealing_lifetime, samples)
is_permanent = rng.random(samples) > annealing_fraction
live_share = np.mean(is_permanent | (lifetimes > ages))
assert abs(live_share - live_cover(test_time) / (hit_rate * test_time)) < 0.004
onset_time = 1 / hit_rate
annealed_time = brentq(lambda t: live_cover(t) - 1, onset_time, 10 * onset_time)
annealing_shift = annealed_time / onset_time
assert 1 < annealing_shift < 1 / (1 - annealing_fraction)

# Other meanings of onset
touch_half = onset * np.log(2) / 4
area_half = onset * np.log(2)
twice_half = onset * brentq(lambda m: (1 + m) * np.exp(-m) - 0.5, 0.1, 5)

# Displaced atoms, without recombination
lattice = constants.value("lattice parameter of silicon") * 1e9
atom_density = 8 / lattice**3
displaced = 0.8 * damage_energy / (2 * displacement_energy)
column_atoms = disc_area * column_length * atom_density
displaced_fraction = displaced / column_atoms
layers_needed = critical_fraction / displaced_fraction
hot_neighbours = 4 * hit_rate * hot_time

print(f"disc radius: {radius:.1f} nm")
print(f"disc area: {disc_area:.2f} nm2 = {disc_area_cm2:.3e} cm2")
print(f"onset dose 1/area: {onset:.3e} ions/cm2")
print(f"simulated mu where P1 = P0: {mu_balance:.3f}")
print("mu, dose (ions/cm2), P0, P1, P2+, touch chance (formulas):")
for mu in (0.25, 0.5, 1.0, 1.6):
    print(f"  {mu:.2f} {mu * onset:.2e} {np.exp(-mu):.3f} "
          f"{mu * np.exp(-mu):.3f} {1 - (1 + mu) * np.exp(-mu):.3f} "
          f"{1 - np.exp(-4 * mu):.3f}")
row = simulated[1.0]
print(f"simulated at mu = 1: P0 {row[0]:.3f}, P1 {row[1]:.3f}, "
      f"P2+ {row[2]:.3f}, touch {row[4]:.3f}")
print(f"old share of a new disc at mu = 1: formula {1 - np.exp(-1):.3f}, "
      f"simulated {row[5]:.3f}")
print(f"nearest neighbour at onset: formula "
      f"{np.sqrt(disc_area) / 2:.2f} nm, simulated {row[6]:.2f} nm")
print(f"dose for half chance of contact: {touch_half:.2e} ions/cm2")
print(f"dose for half the area hit: {area_half:.2e} ions/cm2")
print(f"dose for half the area hit twice or more: {twice_half:.2e} ions/cm2")
for other_radius in (2.0, 4.0):
    other_onset = PER_NM2_TO_PER_CM2 / (np.pi * other_radius**2)
    print(f"onset dose for radius {other_radius:.0f} nm: "
          f"{other_onset:.2e} ions/cm2")
print(f"relative radius spread (assumed): {radius_spread:.2f}")
print(f"onset dose with this spread: {onset / spread_factor:.2e} ions/cm2")
print(f"column length: {column_length:.0f} nm, centre depth spread: "
      f"{column_depth_spread:.0f} nm")
print(f"column depth factor: {column_factor:.3f}, onset dose: "
      f"{onset / column_factor:.2e} ions/cm2")
print(f"compact ball depth spread: {ball_depth_spread:.0f} nm")
print(f"ball depth factor: {ball_factor:.3f}, onset dose: "
      f"{onset / ball_factor:.2e} ions/cm2")
print(f"beam current density: {current_density * 1e6:.1f} uA/cm2")
print(f"ion flux: {flux:.2e} ions/(cm2 s)")
print(f"time to reach onset dose: {onset_time:.3f} s")
print(f"annealing fraction: {annealing_fraction:.2f}, lifetime: "
      f"{annealing_lifetime * 1e3:.0f} ms")
print(f"onset dose with annealing: {onset * annealing_shift:.2e} ions/cm2 "
      f"(factor {annealing_shift:.2f})")
print(f"hot time of a cascade (rough): {hot_time * 1e12:.0f} ps")
print(f"mean number of touching cascades in that time: {hot_neighbours:.1e}")
print(f"damage energy: {damage_energy / 1e3:.0f} keV, displacement energy: "
      f"{displacement_energy:.0f} eV")
print(f"silicon atomic density: {atom_density:.2f} atoms/nm3")
print(f"displaced atoms per ion: {displaced:.0f}")
print(f"atoms in one column: {column_atoms:.0f}")
print(f"displaced fraction in one column: {100 * displaced_fraction:.2f} %")
print(f"mean cover for {100 * critical_fraction:.0f} % displaced: "
      f"{layers_needed:.2f}")
print(f"dose for that fraction: {layers_needed * onset:.2e} ions/cm2")
print("no test failed")
```

Running it gives:

```
disc radius: 3.0 nm
disc area: 28.27 nm2 = 2.827e-13 cm2
onset dose 1/area: 3.537e+12 ions/cm2
simulated mu where P1 = P0: 1.000
mu, dose (ions/cm2), P0, P1, P2+, touch chance (formulas):
  0.25 8.84e+11 0.779 0.195 0.026 0.632
  0.50 1.77e+12 0.607 0.303 0.090 0.865
  1.00 3.54e+12 0.368 0.368 0.264 0.982
  1.60 5.66e+12 0.202 0.323 0.475 0.998
simulated at mu = 1: P0 0.368, P1 0.368, P2+ 0.264, touch 0.983
old share of a new disc at mu = 1: formula 0.632, simulated 0.631
nearest neighbour at onset: formula 2.66 nm, simulated 2.66 nm
dose for half chance of contact: 6.13e+11 ions/cm2
dose for half the area hit: 2.45e+12 ions/cm2
dose for half the area hit twice or more: 5.94e+12 ions/cm2
onset dose for radius 2 nm: 7.96e+12 ions/cm2
onset dose for radius 4 nm: 1.99e+12 ions/cm2
relative radius spread (assumed): 0.30
onset dose with this spread: 3.24e+12 ions/cm2
column length: 20 nm, centre depth spread: 5 nm
column depth factor: 0.954, onset dose: 3.71e+12 ions/cm2
compact ball depth spread: 8 nm
ball depth factor: 0.197, onset dose: 1.80e+13 ions/cm2
beam current density: 1.0 uA/cm2
ion flux: 6.24e+12 ions/(cm2 s)
time to reach onset dose: 0.567 s
annealing fraction: 0.30, lifetime: 10 ms
onset dose with annealing: 5.03e+12 ions/cm2 (factor 1.42)
hot time of a cascade (rough): 10 ps
mean number of touching cascades in that time: 7.1e-11
damage energy: 20 keV, displacement energy: 15 eV
silicon atomic density: 49.94 atoms/nm3
displaced atoms per ion: 533
atoms in one column: 28240
displaced fraction in one column: 1.89 %
mean cover for 10 % displaced: 5.30
dose for that fraction: 1.87e+13 ions/cm2
no test failed
```
